\section*{Fitting a King line with correlated errors on both axes}

\section{One data set, two coverages}

Six model isotopes are measured in two transitions, and a King line is fitted by weighting each point with the variance of its own vertical distance from the line, the correlation of its two coordinates included, but ignoring correlations between points. In 20\,000 simulated experiments, the quoted one-standard-deviation interval for the slope contains the true slope in 72.8\% of cases if isotope 1 is the reference, and in 51.7\% if isotope 3 is. The nominal figure is 68.3\%. (If the correlation within each point is dropped as well, the coverages are near 80\% and 58\%.) The measurements are the same; only the subtractions differ. Three isotopes suffice to see why.

\section{The line and its units}

Let $p_A$ and $q_A$ be the frequencies of isotope $A$ in transitions 1 and 2, each counted from a fixed origin, and let $m_A$ be its mass. Define
\begin{equation}
w_A=\frac{1}{100\,\mathrm{u}}-\frac{1}{m_A}.
\end{equation}
At first order in the mass shift and the field shift,
\begin{align}
p_A&=c_1+K_1w_A+F_1r_A^2, & q_A&=c_2+K_2w_A+F_2r_A^2,
\end{align}
where $r_A^2$ is the mean-square charge radius up to a common constant. Higher-order shifts are neglected. For $F_1\ne0$, multiply the first equation by $b=F_2/F_1$ and subtract it from the second. The radii cancel:
\begin{equation}
q_A=c+b\,p_A+a\,w_A,\qquad a=K_2-bK_1 .
\label{plane}
\end{equation}
Choose a reference isotope $R$ and subtract its equation, which removes $c$. Division by $\mu_j=w_j-w_R=1/m_R-1/m_j$ gives the King line
\begin{equation}
y_j=a+b\,x_j,\qquad x_j=\frac{p_j-p_R}{\mu_j},\quad y_j=\frac{q_j-q_R}{\mu_j}.
\end{equation}

Hartree units are awkward here. Frequencies are in MHz, masses in u, and $x,y,a$ in GHz\,u. Numerical values of $w$ and $\mu$ are in $(1000\,\mathrm{u})^{-1}$, so that their product with a number in GHz\,u is in MHz.

The model has $K_1=500$ and $K_2=-300$ GHz\,u, $F_1=-1000$ and $F_2=-1500$ MHz/fm$^2$. Hence $b=1.5$ and $a=-300-1.5\times500=-1050$ GHz\,u. The errors are independent and Gaussian, with standard deviations $\sigma_p=\sigma_q=0.0001$ MHz and $\sigma_m=0.000002$ u. One simulated data set is
\begin{center}
\begin{tabular}{crrr}
$A$ & $m_A$ (u) & $p_A$ (MHz) & $q_A$ (MHz)\\
1&99.9999962&0.00000&$-0.00006$\\
2&102.0000003&$-51.96068$&$-283.82366$\\
3&103.9999982&$-77.69223$&$-520.38463$\\
4&106.0000036&$-86.98106$&$-724.81122$\\
5&108.0000018&$-79.62947$&$-897.22222$\\
6&110.0000019&$-65.45467$&$-1052.72722$
\end{tabular}
\end{center}

\section{Three isotopes by hand}

Keep isotopes 1, 2 and 6, with 1 as reference. The two King points are $(-264.9989,-1447.4973)$ and $(-72.0001,-1157.9992)$, so
\begin{equation}
b=\frac{-1157.9992+1447.4973}{-72.0001+264.9989}
=\frac{289.4981}{192.9988}=1.50000 .
\end{equation}

For the error of this slope, collect the noise of each isotope in one number. If $\epsilon^p_A,\epsilon^q_A,\epsilon^w_A$ are the measurement errors, the combination
\begin{equation}
e_A=q_A-bp_A-aw_A
\label{eA}
\end{equation}
equals $c+\epsilon_A$ at the true line, with $\epsilon_A=\epsilon^q_A-b\epsilon^p_A-a\epsilon^w_A$. Its variance is
\begin{equation}
v_A=\sigma_q^2+b^2\sigma_p^2+a^2\sigma_{w,A}^2,\qquad
\sigma_{w,A}=\sigma_m/m_A^2 .
\label{v}
\end{equation}
The last relation is the first-order propagation of $w=\mathrm{const}-1/m$. For isotope 1, $\sigma_w=1000\times2\times10^{-6}/100^2=2\times10^{-7}$, so $|a|\sigma_w=0.00021$ MHz and
\begin{equation}
\sqrt{v_1}=10^{-4}\sqrt{1+2.25+4.41}=0.000277\ \mathrm{MHz}.
\end{equation}
Likewise $\sqrt{v_2}=0.000271$ and $\sqrt{v_6}=0.000250$ MHz.

The vertical distance of a point from the true line is $y_j-a-bx_j=(\epsilon_j-\epsilon_R)/\mu_j$. A line through two points therefore has, at first order, a slope error equal to the difference of these distances divided by the difference of the $x$. With $1/\mu_2=5.1$ and $1/\mu_6=1.1$,
\begin{equation}
\delta b=\frac{1.1(\epsilon_6-\epsilon_1)-5.1(\epsilon_2-\epsilon_1)}{193.0}
=\frac{1.1\epsilon_6-5.1\epsilon_2+4.0\epsilon_1}{193.0}.
\end{equation}
The three $\epsilon$ are independent, so the standard deviation is
\begin{equation}
\frac{\sqrt{1.1^2v_6+5.1^2v_2+4.0^2v_1}}{193.0}=9.3\times10^{-6}.
\end{equation}
If the points are treated as independent, $\epsilon_1$ is counted as two separate errors. Then $4.0^2v_1$ is replaced by $(1.1^2+5.1^2)v_1=27.2\,v_1$, and the claimed error is $10.4\times10^{-6}$, which is too large.

Now take isotope 2 as reference. The inverse $\mu$ are $-5.1$ for isotope 1 and $1.4025$ for isotope 6, and the points are $246.1$ GHz\,u apart in $x$:
\begin{equation}
\delta b=\frac{1.4025(\epsilon_6-\epsilon_2)+5.1(\epsilon_1-\epsilon_2)}{246.1}.
\end{equation}
The coefficient of $\epsilon_2$ is $-6.5025/246.1=-0.0264$, the same as $-5.1/193.0$ before. The other coefficients agree too, so the real error is again $9.3\times10^{-6}$. Treating the points as independent now replaces $6.5025^2=42.3$ by $1.4025^2+5.1^2=28.0$ in front of $v_2$. The claimed error is $8.3\times10^{-6}$, which is too small.

In general, write $\delta b=\sum_jP_j(\epsilon_j-\epsilon_R)$. The shared reference contributes $v_R(\sum_jP_j)^2$, whereas independence would give $v_R\sum_jP_j^2$. The difference is $2v_R\sum_{i<j}P_iP_j$. It is positive when all $P_j$ have the same sign and negative for two points with opposite signs; with more points and mixed signs, the sizes of the $P_j$ decide.

\section{What the errors do to the points}

At first order, an error in the data moves a point by
\begin{equation}
\delta x_j=\frac{\epsilon^p_j-\epsilon^p_R-x_j(\epsilon^w_j-\epsilon^w_R)}{\mu_j},
\end{equation}
and the same with $q,y$ for $\delta y_j$. Averaging products gives
\begin{align}
\mathrm{cov}(x_i,x_j)&=\frac{C^p_{ij}+x_ix_jC^w_{ij}}{\mu_i\mu_j},&
\mathrm{cov}(x_i,y_j)&=\frac{x_iy_jC^w_{ij}}{\mu_i\mu_j},
\end{align}
where $C^p_{ij}=\sigma_{p,R}^2+\delta_{ij}\sigma_{p,j}^2$, and $C^w$ is built in the same way. The formula for $\mathrm{cov}(y_i,y_j)$ follows on replacing $p,x$ by $q,y$. The reference thus correlates different points, and the masses correlate the two axes. With isotope 1 as reference, the correlation of $x_2$ with $x_3$ is 0.502, and that of $x_2$ with $y_2$ is 0.435.

A mass error has a simple geometry. At fixed frequencies both coordinates scale as $1/\mu_j$, so the point slides along the ray through the origin. For a point on the line, $y_j-bx_j=a$, and therefore
\begin{equation}
\delta(y_j-a-bx_j)=-a\,\frac{\delta\mu_j}{\mu_j}.
\end{equation}
This is why $a^2$ multiplies $\sigma_w^2$ in \eqref{v}. A line through the origin, $K_2=bK_1$, is blind to masses at this order.

\section{The distance to be minimized}

For a trial line $(a,b)$, correct all measured values until they satisfy \eqref{plane}, at the least cost in units of their errors. Let the corrections to $p_A,q_A,w_A$ be $\alpha,\beta,\gamma$. For a trial constant $c$ they must obey $\beta-b\alpha-a\gamma=c-e_A$. Make
\begin{equation}
\frac12\left(\frac{\alpha^2}{\sigma_p^2}+\frac{\beta^2}{\sigma_q^2}+\frac{\gamma^2}{\sigma_w^2}\right)
+\rho_A(\beta-b\alpha-a\gamma-c+e_A)
\end{equation}
stationary. The three derivatives give
\begin{equation}
\alpha=b\sigma_p^2\rho_A,\qquad \beta=-\sigma_q^2\rho_A,\qquad \gamma=a\sigma_w^2\rho_A .
\label{corr}
\end{equation}
Inserted into the constraint, they give $-v_A\rho_A=c-e_A$, or $\rho_A=(e_A-c)/v_A$. The cost is $\rho_A^2v_A=(e_A-c)^2/v_A$; it is a minimum because a positive quadratic form is minimized under a linear constraint.

Sum over isotopes and minimize over $c$. The derivative vanishes when $\sum_A(e_A-c)/v_A=0$, so $c$ is the weighted mean:
\begin{equation}
\boxed{\;\chi^2(a,b)=\sum_A\frac{(e_A-\bar e)^2}{v_A},\qquad
\bar e=\frac{\sum_Ae_A/v_A}{\sum_A1/v_A}\;}
\label{chi}
\end{equation}
No reference isotope appears.

The same number is the generalized distance in the King plot. Let $D$ be the matrix that forms differences from $R$, and $g=De$, so that $g_j=\mu_j(y_j-a-bx_j)$. Asking all corrected $e_A$ to equal some $c$ is the same as asking their differences to vanish. With corrections $\eta_A$ to $e_A$, minimize $\sum_A\eta_A^2/v_A$ under $D(e+\eta)=0$. A multiplier vector $\lambda$ gives $\eta=-\mathrm{diag}(v)D^T\lambda$, and the constraint gives $V\lambda=g$, where
\begin{equation}
V=D\,\mathrm{diag}(v)D^T,\qquad V_{ij}=v_j\delta_{ij}+v_R .
\end{equation}
The cost is $\lambda^TV\lambda=g^TV^{-1}g$. In terms of the vertical distances $g_j/\mu_j$, whose covariance is $V_{ij}/(\mu_i\mu_j)$, the factors $\mu$ cancel and $\chi^2$ is unchanged. The off-diagonal $v_R$ is what the faulty fit of the opening left out.

\section{The algorithm}

The variances $v_A$ depend on $a$ and $b$, so this is not an ordinary linear fit. Since $c=\bar e$ already makes the sum stationary, $c$ can be held fixed when differentiating. With $\partial e_A/\partial b=-p_A$ and $\partial v_A/\partial b=2b\sigma_p^2$,
\begin{align}
\frac{\partial\chi^2}{\partial b}
&=\sum_A\left[-\frac{2(e_A-\bar e)p_A}{v_A}-\frac{(e_A-\bar e)^2}{v_A^2}\,2b\sigma_p^2\right]\nonumber\\
&=-2\sum_A\rho_A\hat p_A,\qquad \hat p_A=p_A+b\sigma_p^2\rho_A .
\end{align}
In the same way $\partial\chi^2/\partial a=-2\sum_A\rho_A\hat w_A$, with $\hat w_A=w_A+a\sigma_w^2\rho_A$. By \eqref{corr}, $\hat p$ and $\hat w$ are the corrected data. At the solution the scaled residuals $\rho$ are orthogonal to the corrected data, not to the measured ones.

One iteration runs as follows.
\begin{enumerate}
\item From the current $(a,b)$ compute $e_A$, $v_A$, $\bar e$, $\rho_A=(e_A-\bar e)/v_A$, $\hat p_A$ and $\hat w_A$.
\item Subtract from $\hat w$ and $\hat p$ their means with weights $1/v_A$, and call the resulting pair $h_A=(\hat w_A-\overline{\hat w},\ \hat p_A-\overline{\hat p})^T$.
\item Form $M=\sum_Ah_Ah_A^T/v_A$ and update
\begin{equation}
\begin{pmatrix}a\\ b\end{pmatrix}\to\begin{pmatrix}a\\ b\end{pmatrix}+M^{-1}\sum_Ah_A\rho_A .
\end{equation}
\end{enumerate}
The step is the weighted linear fit of $e_A-\bar e$ to the corrected data with $v_A$ frozen. Because $\sum_A\rho_A=0$, the means in $h_A$ do not alter $\sum_Ah_A\rho_A$. The step therefore vanishes where both derivatives vanish, and freezing $v_A$ affects the speed but not the stationary point. An unweighted fit of the differences of $q$ to those of $w$ and $p$ supplies the start. A stationary point need not be the lowest one, even when errors are small. For the data set above, $\chi^2$ is also stationary near $a=-1439$ GHz\,u, $b=-4.03$, but its value there is about $3\times10^{11}$. That point is a saddle, and the iteration started next to it moves away to the minimum. In the numerical check, a direct minimization over all unknown true values agrees with the algorithm on a data set with greatly enlarged errors.

For small errors, start the step at the true line. There $\sum_Ah_A\rho_A=\sum_Ah_A\epsilon_A/v_A$, whose covariance is $\sum_Ah_Ah_A^T/v_A=M$. The covariance of $(a,b)$ is then $M^{-1}MM^{-1}=M^{-1}$.

\section{All six isotopes}

The fit converges in two iterations to
\begin{align}
a&=-1049.99914\pm0.00049\ \mathrm{GHz\,u},\\
b&=1.5000000\pm0.0000053,
\end{align}
with correlation 0.70. In atomic units $a=-0.2909002\pm0.0000001\ E_hm_e$. The residuals $e_A-\bar e$ are $0.005$, $0.037$, $-0.175$, $0.303$, $-0.252$ and $0.082$, in units of $10^{-3}$ MHz. Divided by $\sqrt{v_A}$ and squared, they give
\begin{equation}
\chi^2=0.00+0.02+0.44+1.36+0.98+0.11=2.91,
\end{equation}
a usual value for three degrees of freedom ($p$-value 0.41).

With isotope 3 as reference the slope is again 1.5000000. The fit without correlations between points gives 1.5000000 with reference 1 but 1.5000041 with reference 3, a change of 0.8 standard errors of the full fit.

The intercept misses its true value by $0.00086$ GHz\,u, or 1.8 standard errors, while the slope is almost on target. Taken alone, a miss of 1.78 standard errors (from the unrounded values) has a two-sided probability of about 8\%. Since the two parameters are strongly correlated, the pair of deviations is better judged jointly. For a deviation in $a$ alone, the joint quadratic form is $1.78^2/(1-0.70^2)\approx6.2$. A two-dimensional Gaussian exceeds this with probability $e^{-6.2/2}\approx4.5\%$. One data set cannot tell whether such a miss is chance or a faulty error estimate; repeated experiments can.

\section{Coverage}

Of the three statements of confidence below, the first needs Gaussian errors but not small ones; the other two need both.

At the true line, \eqref{chi} becomes $\sum_A(\epsilon_A-\bar\epsilon)^2/v_A$. The scaled errors $\epsilon_A/\sqrt{v_A}$ are $N$ independent unit Gaussians, and subtracting the weighted mean projects out one direction. The result follows a $\chi^2$ law with $N-1$ degrees of freedom, whatever the size of the errors, if those in $p,q,w$ are Gaussian. The region of all $(a,b)$ with $\chi^2$ below the 95\% point of this law covered the truth in 95.0\% of the simulations.

For small errors the fit removes two more directions. The minimum then has $N-3$ degrees of freedom, and the simulated mean is 3.002. The rise of $\chi^2$ from its minimum to the true line has two degrees of freedom, so the joint 68.3\% region is bounded by a rise of $-2\ln(1-0.683)=2.30$. Its simulated coverage is 68.0\%.

The standard errors of $a$ and $b$ separately covered 67.7\% and 68.4\%. The sampling uncertainty of such a fraction is $\sqrt{0.683\times0.317/20000}=0.3\%$, so these agree with the nominal value.

A wrong covariance $U$ in place of $V$ can be judged without simulation when errors are small. Let the rows of $J$ be $(\mu_j,\ p_j-p_R)$. The fit responds to an error $\delta g$ as $P\,\delta g$, with $P=(J^TU^{-1}J)^{-1}J^TU^{-1}$. Its real covariance is $PVP^T$, while it claims $PUP^T=(J^TU^{-1}J)^{-1}$. If $s$ is the ratio of claimed to real standard deviation, the interval covers $\mathrm{erf}(s/\sqrt2)$. For the slope:
\begin{center}
\begin{tabular}{lccc}
Shortcut & $s$ & predicted & simulated\\
points independent, reference 1&1.094&72.6\%&72.8\%\\
points independent, reference 3&0.707&52.0\%&51.7\%\\
mass errors neglected&0.681&50.4\%&50.3\%\\
mass errors independent on axes, reference 1&1.173&75.9\%&76.1\%
\end{tabular}
\end{center}
The third row can be bounded by hand. Without masses, $v_A$ drops to $3.25\times10^{-8}$ MHz$^2$ for every isotope. The ratio $\sqrt{3.25\times10^{-8}}/\sqrt{v_A}$ runs from 0.65 for isotope 1 to 0.72 for isotope 6, and $s$ must lie between: the slope error is a linear combination $\delta b=\sum_Ak_A\epsilon_A$, so $s^2=3.25\times10^{-8}\sum_Ak_A^2/\sum_Ak_A^2v_A$, the ratio of the assumed variance to a weighted mean of the $v_A$. In the last row, the factor $a^2=(y-bx)^2$ of a point's mass variance is replaced by $y^2+b^2x^2$. The missing term $-2bxy$ is negative here, so the variance assigned to each point is too large. The off-diagonal elements change as well, $a^2$ becoming $y_iy_j+b^2x_ix_j$, so the diagonal alone does not fix $s$; the tabulated value comes from the full matrices, and it depends on the reference.

\section{Where the method stops}

The standard errors require that noise be small against the spread of the corrected data. With every error enlarged ten-thousandfold, the slope scatters by 0.0535, or 3.6\% of its value, and the standard errors still cover 68.4\% for $a$ and 68.1\% for $b$. The mass errors of 0.02 u in this trial are deliberately unrealistic; they test the algorithm.

If the radii vary linearly with $w$, all King points coincide, $p$ becomes a linear function of $w$, and for error-free data $M$ is singular: no weighting can then determine the slope. With measured data the noise generally keeps $M$ invertible, but the spread of the points is then noise alone, and neither the fitted slope nor its standard error can be trusted. With three isotopes the line passes through both points and nothing is left to test its straightness. With more, a large minimum $\chi^2$ can come from chance, from underestimated errors, from neglected correlations between errors, or from shifts beyond \eqref{plane}. It does not by itself tell which.

A small $\chi^2$ does not show that \eqref{plane} is adequate either, because the fit absorbs most of a smooth extra term. In the model, a term $G(r_A^2)^2$ added to $q_A$ with $G=0.007$ MHz/fm$^4$ moves the slope by one standard error but adds only about 0.04 to $\chi^2$. Changing every mass by one electron mass moves the slope by 0.4 standard errors and adds 0.002. The coverages above hold only within the first-order model.

Finally, \eqref{chi} assumes that each isotope carries its own independent frequency error. If the shifts are measured directly as pairs with independent errors, the frequency part of $V$ is diagonal, only the masses share the reference, and $g^TV^{-1}g$ must be used with that $V$. For shifts measured against isotope 1 with the same error per shift as above, \eqref{chi} would claim 0.92 of the real slope error and cover 64\%.

\section*{Computed values}
\begin{verbatim}
K1, K2 = 500, -300 GHz u
F1, F2 = -1000, -1500 MHz/fm^2
model radii: 0.00 0.15 0.27 0.37 0.45 0.52 fm^2
errors: p 0.0001 MHz, q 0.0001 MHz, m 0.000002 u
true line: a = -1050.0 GHz u, b = 1.50
measured data: m (u), p (MHz), q (MHz)
1: 99.9999962 -0.00000 -0.00006
2: 102.0000003 -51.96068 -283.82366
3: 103.9999982 -77.69223 -520.38463
4: 106.0000036 -86.98106 -724.81122
5: 108.0000018 -79.62947 -897.22222
6: 110.0000019 -65.45467 -1052.72722
King points, ref 1: x, sd x, y, sd y (GHz u)
2: -264.99892 0.00081 -1447.49734 0.00217
3: -201.99969 0.00039 -1352.99913 0.00103
4: -153.66635 0.00026 -1280.49813 0.00066
5: -107.49971 0.00019 -1211.24904 0.00047
6: -72.00009 0.00016 -1157.99919 0.00037
correlation x2,x3 = 0.502; x2,y2 = 0.435
fit: residual e-mean, sqrt(v) (MHz)
1: 0.000005 0.000277
2: 0.000037 0.000271
3: -0.000175 0.000265
4: 0.000303 0.000260
5: -0.000252 0.000255
6: 0.000082 0.000250
a = -1049.99914 +- 0.00049 GHz u
b = 1.5000000 +- 0.0000053
correlation of a and b = 0.7011
a = -0.29090020 +- 0.00000013 E_h m_e
chi2 = 2.905, dof = 3, p-value = 0.407
iterations = 2
full fit, ref 3: b = 1.5000000
no point corr.: b = 1.5000000 (ref 1)
no point corr.: b = 1.5000041 (ref 3)
simulated experiments = 20000; nominal 1 sd = 0.6827
coverage a, b = 0.6767, 0.6843
joint coverage = 0.6797; 95% absolute = 0.9500
mean minimum chi2 = 3.002
shortcut: claimed/real sd of b, predicted, simulated coverage
no point corr., ref 1: 1.094 0.7259 0.7278
no point corr., ref 3: 0.707 0.5202 0.5166
no mass errors: 0.681 0.5040 0.5030
independent axis masses: 1.173 0.7592 0.7612
enlarged errors: factor 10000, sd b = 0.0535
coverage a, b = 0.6839, 0.6806
joint coverage = 0.6863; 95% absolute = 0.9496
\end{verbatim}
